\section*{Does the Huzinaga operator always expel environment orbitals? A comment, part 2}

The argument under review concerns an active part $A$ in a frozen environment $B$. It says that occupied environment levels are negative and the Huzinaga operator reverses their sign, so filling its lowest levels always leaves the environment empty.

Hartree atomic units and closed shells are used. $S$ is the overlap matrix and $F$ the symmetric Fock or Kohn--Sham matrix. The columns of $C_A$, $C_B$ are the $n$, $n_B$ doubly occupied orbitals; $D_A=2C_AC_A^T$, $D_B=2C_BC_B^T$. The operator is
\begin{equation}
H_\mu^{\rm AO}=F-\tfrac12SD_B(F-\mu S)-\tfrac12(F-\mu S)D_BS ,
\end{equation}
plain for $\mu=0$, Fermi-shifted for $\mu$ at a Fermi level. In an orthonormal basis, with $P$ the projector on the environment orbitals and $Q=1-P$,
\begin{equation}
H_\mu=QFQ-PFP+2\mu P .
\label{eq:block}
\end{equation}
With $q_1\le q_2\le\dots$ the eigenvalues of $QFQ$ on the range of $Q$, and $\varepsilon^B_\beta$ those of $PFP$ on the range of $P$,
\begin{equation}
\mathrm{spec}\,H_\mu=\{q_i\}\cup\{2\mu-\varepsilon^B_\beta\}.
\label{eq:spec}
\end{equation}
The $2\mu-\varepsilon^B_\beta$ are the reflected levels. For $a=q_n$, $b=\max_\beta\varepsilon^B_\beta$, filling the $n$ lowest levels gives
\begin{equation}
a+b<2\mu:\ \text{environment excluded},\qquad a+b>2\mu:\ \text{environment admitted}.
\label{eq:crit}
\end{equation}
With environment levels ordered $b_1=b\ge b_2\ge\dots$ and no degeneracies,
\begin{equation}
q_{n-j+1}+b_j>2\mu
\label{eq:count}
\end{equation}
holds for the $k$ admitted orbitals, $j=1,\dots,k$, and $\mathrm{tr}(D_AP)=2k$.

Under $F\to F+v$ the plain filling fails above
\begin{equation}
v^*=-\tfrac12(a+b).
\label{eq:vstar}
\end{equation}
If $b>a$, there are two windows. For $-b<v<v^*$ the level $b+v$ is positive and filling is correct. For $v^*<v<-a$, with $A$ and $B$ exchanged, all environment levels are negative and filling fails.

At a converged single-level solution (one $F$ for both parts), $F$ does not couple occupied and virtual orbitals. The canonical energies are $\varepsilon_1\le\dots\le\varepsilon_N=\varepsilon_{\rm H}<\varepsilon_{\rm L}$, $N=n+n_B$. A normalized occupied-space vector $x$ with canonical components $x_i$ obeys
\begin{equation}
x^TFx=\sum_{i=1}^N\varepsilon_ix_i^2\le\varepsilon_{\rm H}\sum_ix_i^2=\varepsilon_{\rm H}.
\label{eq:ray}
\end{equation}
Thus $a,b\le\varepsilon_{\rm H}$, and
\begin{equation}
a+b\le\varepsilon_N+\varepsilon_{N-1}\le2\varepsilon_{\rm H}.
\label{eq:sum}
\end{equation}
Any $\mu>\varepsilon_{\rm H}$ is safe; mid-gap $2\mu=\varepsilon_{\rm H}+\varepsilon_{\rm L}$ gives $2\mu-b\ge\varepsilon_{\rm L}$.

\section{Fifth comment: what fails, and the remedies}

At the single-level solution the projector on the span of $C_A$ commutes with $H_\mu$ for any $\mu$: by Eq.~(\ref{eq:block}) $H_\mu$ does not connect this span to the range of $P$, and by self-consistency not to the virtual space. The correct $D_A$ is a stationary solution whether or not $a+b<2\mu$. What fails is the selection rule: for $a+b>2\mu$ one aufbau step from the correct $D_A$ returns a different matrix $D_A'$. An admitted orbital $y$ satisfies $D_A'y=2y$ and $D_By=2y$, so $(D_A'+D_B)y=4y$. An occupation of 4 in one spatial orbital violates the Pauli principle, and the energy functional evaluated there is not the energy of a determinant. The course of later iterations is not treated here.

Since the fault is in the selection, the Fermi shift is one remedy among others. The eigenvectors of $H_0$ have weight $c^TPc$ equal to 1 or 0, barring a degeneracy between blocks. Discarding those with weight above one half and filling the $n$ lowest of the rest selects $q_1,\dots,q_n$ with no choice of $\mu$. For a given $F$ this gives the same $D_A$ as a safe Fermi shift, because $QFQ$ does not depend on $\mu$. In either scheme the reflected orbitals remain eigenvectors at finite energies outside the occupied set of $A$; with discarding, some may lie below $a$. They are filled by environment electrons, so they must be removed before a correlated method uses the unoccupied set.

The level-shift operator $F+\lambda P$ with large $\lambda>0$ differs from the plain Huzinaga operator in three ways. It raises the environment block without reversing the sign of $PFP$, it moves rigidly under $F\to F+v$ at fixed $\lambda$, and it keeps the blocks $PFQ$ and $QFP$. Take $QFQ+PFP+\lambda P$ as the unperturbed operator, with levels $q_i$ and $\varepsilon^B_\beta+\lambda$, and $PFQ+QFP$ as the perturbation. Its diagonal elements vanish, and it connects the orbital at $a$ to environment eigenvectors alone, through elements $F_{a\beta}$. Second-order perturbation theory for a nondegenerate $a$ gives
\begin{equation}
\delta a\simeq-\sum_\beta\frac{|F_{a\beta}|^2}{\lambda+\varepsilon^B_\beta-a},
\label{eq:ls}
\end{equation}
of order $1/\lambda$. By Eq.~(\ref{eq:block}) $H_\mu$ has no such term.

If $A$ is treated at another level, as in Hartree--Fock (HF) inside PBE, the matrix is
\begin{equation}
F=h+G^{\rm HF}[D_A]+V^{\rm PBE}[D_A^0+D_B]-V^{\rm PBE}[D_A^0],
\label{eq:mixed}
\end{equation}
with $h$ the one-electron matrix, $G^{\rm HF}$ and $V^{\rm PBE}$ the two-electron parts, and $D_A^0$ the active density of the PBE partition. Equations (\ref{eq:block})--(\ref{eq:vstar}) needed a symmetric $F$ and nothing more, so they hold. The bounds (\ref{eq:ray}) and (\ref{eq:sum}) used the canonical levels of the same $F$, so the PBE value of $\varepsilon_{\rm H}$ does not bound $a$ or $b$ here.

\section{Worked example: NH$_3$ beside NH$_2^-$}

Ammonia is the active part and points one hydrogen at the nitrogen of an amide ion, the environment. The geometry is set by round values and not optimized: N--H 1.92 bohr and angle $106^\circ$ in NH$_3$, N--H 1.94 bohr and $102^\circ$ in NH$_2^-$, N--N 5.5 bohr. The 6-31G basis has 28 functions. The ten occupied orbitals of a restricted HF (RHF) or PBE calculation are divided five and five by the SPADE scheme, a singular value decomposition of the rows of $S^{1/2}C_{\rm occ}$ that belong to the NH$_3$ atoms. The fifth and sixth singular values are 0.9991 and 0.2288 in RHF and 0.9985 and 0.2727 in PBE, so the division is well separated. The basis has no diffuse functions, RHF omits correlation and PBE approximates exchange and correlation; the levels are eigenvalues of these model matrices and not ionization energies. Four decimals are kept to make the arithmetic traceable; the levels are not converged in the basis. Diffuse functions move the RHF sum $a+b$ from $-0.245$ Ha to $-0.296$ Ha (6-31+G) and $-0.306$ Ha (aug-cc-pVDZ), so $v^*$ moves to about 0.15 Ha; the shifts for PBE and for HF in PBE are larger and are given below. The full set of values is in the numerical output.

The largest element of $F$ between the SPADE orbitals of $A$ and $B$, a number that changes under rotations within each part, is 0.0548 Ha in RHF and 0.0409 Ha in PBE, so $F$ does not commute with $P$. Equation~(\ref{eq:spec}), the population $2k$ and criterion~(\ref{eq:crit}) were tested by diagonalizing $H_\mu^{\rm AO}$ directly and comparing with separately built blocks. The bounds $a,b\le\varepsilon_{\rm H}$ and $2\mu-b\ge\varepsilon_{\rm L}$, and the safety of $\mu>\varepsilon_{\rm H}$, were tested on random orthogonal partitions of the occupied space.

\subsection{RHF in RHF}

Here $\varepsilon_{\rm H}=-0.0384$ Ha and $\varepsilon_{\rm L}=+0.4136$ Ha. The complex is an anion, yet its highest occupied level is negative, so Eq.~(\ref{eq:sum}) guarantees a safe plain operator. The block values give
\begin{equation}
a+b=-0.2063-0.0386=-0.2449\ \text{Ha}=-6.66\ \text{eV}.
\end{equation}
The environment population after one plain step is zero, the largest occupation is 2, and the energy is unchanged. The value $b=-0.0386$ Ha lies just below $\varepsilon_{\rm H}$, as Eq.~(\ref{eq:ray}) requires. The three highest environment levels, $-0.0386$, $-0.1186$ and $-0.2677$ Ha, are reflected to $+0.0386$, $+0.1186$ and $+0.2677$ Ha, all below $\varepsilon_{\rm L}$. The three lowest unoccupied eigenvectors of the plain operator are therefore environment orbitals in this basis. Diffuse functions lower $\varepsilon_{\rm L}$, and the number falls to two in 6-31+G and one in aug-cc-pVDZ. With mid-gap $\mu=0.1876$ Ha the lowest reflected level is $0.3752+0.0386=0.4138$ Ha, just above $\varepsilon_{\rm L}$.

Equation~(\ref{eq:vstar}) gives $v^*=0.2449/2=0.1225$ Ha. A bisection on the population from direct diagonalization finds $0.122462$ Ha, equal to the formula in all six printed decimals. The first window is $0.0386<v<0.1225$ Ha. At $v=0.0805$ Ha,
\begin{equation}
a+v=-0.1258,\qquad b+v=+0.0419\ \text{Ha},
\end{equation}
and the sum is $-0.0838$ Ha from unrounded values. The environment level is positive and is reflected to $-0.0419$ Ha, which is negative but above $-0.1258$ Ha; the population is zero. With NH$_3$ as environment the second window is $0.1225<v<0.2063$ Ha. At $v=0.1644$ Ha the top active level is $-0.0386+0.1644=+0.1258$ Ha and the top environment level is $-0.2063+0.1644=-0.0419$ Ha. The reflected level $+0.0419$ Ha is positive but below the active one, and the population is 2 electrons.

\subsection{PBE in PBE}

Now $\varepsilon_{\rm H}=+0.1710$ Ha, $\varepsilon_{\rm L}=+0.2542$ Ha, and
\begin{equation}
a+b=0.0263+0.1708=+0.1971\ \text{Ha}=+5.36\ \text{eV}.
\end{equation}
The plain operator fails at the natural zero of energy, for either assignment of roles. In 6-31G the top level of the neutral NH$_3$ part is itself positive, so this case would fail even for a slightly negative $b$. That sign is due to the compact basis: with diffuse functions $a$ is $-0.02$ Ha (6-31+G) or $-0.04$ Ha (aug-cc-pVDZ), and $a+b$ drops to $+0.06$ or $+0.04$ Ha. The plain operator still fails there, by a much smaller margin. That self-interaction in PBE keeps these levels high is a conjecture not tested here.

Two environment levels are positive, $0.1708$ and $0.0823$ Ha, and both reflections lie below $a$, yet the population is 2 electrons and not 4. Condition~(\ref{eq:count}) accounts for this: for $j=2$ the level $-0.0823$ Ha competes with $q_4$, not with $a=q_5$, and $k=1$ implies $q_4<-0.0823$ Ha. The number of positive environment levels does not count the admitted orbitals. After the step the largest occupation is 4, and the functional lies 1.96 Ha above the full-system value of $-112.2369$ Ha.

With $\mu=0.2126$ Ha, $a+b-2\mu=0.1971-0.4252=-0.2281$ Ha, or $-6.21$ eV, and the lowest reflected level is $0.4252-0.1708=0.2544$ Ha, above $\varepsilon_{\rm L}$. The threshold $v^*=-0.0986$ Ha is negative: a shift $v<v^*$, which lowers every level of $F$ by more than $0.0986$ Ha, repairs the plain filling. From active orbitals perturbed so that the energy starts 0.064 Ha above the full-system value (0.067 Ha in RHF), both the shifted iteration and the plain iteration with discarding return to that value, with differences below $10^{-12}$ Ha for both methods. For $\lambda=1000$ Ha, Eq.~(\ref{eq:ls}) gives $\delta a=-1.666\times10^{-7}$ Ha in PBE and $-2.579\times10^{-7}$ Ha in RHF, relative to $a$, matching direct diagonalization in the four printed digits.

\subsection{HF in PBE}

At the converged solution of Eq.~(\ref{eq:mixed}), $a=-0.2021$ Ha and $b=+0.2256$ Ha, with sum $+0.0234$ Ha from unrounded values, or $0.64$ eV. The active level is close to its RHF value, but the plain operator still admits 2 electrons, because $-b$ lies below $a$. The margin is small and its sign is an effect of the compact basis: with diffuse functions the sum is $-0.08$ Ha (6-31+G) or about $-0.1$ Ha (aug-cc-pVDZ), and the plain operator then excludes the environment. The statements below that $b$ exceeds $\varepsilon_{\rm H}$ and $\mu$ hold in those bases too. Here $b$ exceeds the PBE $\varepsilon_{\rm H}=0.1710$ Ha, so the PBE value is not a bound for the levels of this $F$, and $b$ also exceeds $\mu=0.2126$ Ha. Reflection about $\mu$ therefore lowers this level, to $0.4252-0.2256=0.1996$ Ha. The filling is correct all the same, with zero population, since $0.1996$ Ha is above $a$. The shifted and the discarding iterations give density matrices that differ by at most $2.3\times10^{-14}$ in any element. Their operators differ only by $2\mu P$, so they pass through the same iterates as long as the shifted filling excludes the environment at every step. This number therefore measures rounding, not the accuracy of convergence.

\section{Requested changes}

The word ``always'' should be replaced by the condition $a+b<2\mu$, with $a$ and $b$ defined as block eigenvalues of the matrix $F$ actually used. The premise of negative levels should be stated as $a<0$ and $b<0$, a sufficient condition for the plain operator that depends on the zero of energy. Only in the single-level case does $\varepsilon_{\rm H}<0$ guarantee it. For mixed-level embedding, $a$, $b$ and $\mathrm{tr}(D_AP)$ should be reported, since a $\mu$ taken from the low-level spectrum carries no guarantee from Eq.~(\ref{eq:sum}).

\section*{Values computed for the example and the checks}
\begin{verbatim}
NH3: N-H 1.92 bohr, angle 106.0 deg; NH2-: N-H 1.94 bohr, angle 102.0 deg
N-N 5.5 bohr; basis functions 28; orbitals per part 5
--- RHF-in-RHF, full-system E = -111.647583 Ha
SPADE singular values 5, 6: 0.9991, 0.2288
HOMO -0.0384 Ha, LUMO +0.4136 Ha, mid-gap mu +0.1876 Ha
eps_B (Ha): -15.1829 -0.7446 -0.2677 -0.1186 -0.0386
max |F_AB| = 0.0548 Ha
a = -0.2063 Ha, b = -0.0386 Ha
a + b = -0.2449 Ha = -6.66 eV
lowest reflected level: plain +0.0386 Ha, shifted +0.4138 Ha
a + b - 2 mu = -0.6201 Ha = -16.87 eV
v*: bisection +0.122462 Ha, formula +0.122462 Ha
plain step: env. population 0.0000 e, roles swapped 0.0000 e
plain step: dE +0.0000 Ha, max occupation 2.0000 e
perturbed start: dE +0.0667 Ha
SCF |dE|: Fermi-shifted 7.7e-13 Ha, discard 7.7e-13 Ha
level shift 1000 Ha: da direct -2.579e-07, formula -2.579e-07 Ha
--- PBE-in-PBE, full-system E = -112.236912 Ha
SPADE singular values 5, 6: 0.9985, 0.2727
HOMO +0.1710 Ha, LUMO +0.2542 Ha, mid-gap mu +0.2126 Ha
eps_B (Ha): -13.6171 -0.3980 -0.0750 +0.0823 +0.1708
max |F_AB| = 0.0409 Ha
a = +0.0263 Ha, b = +0.1708 Ha
a + b = +0.1971 Ha = +5.36 eV
lowest reflected level: plain -0.1708 Ha, shifted +0.2544 Ha
a + b - 2 mu = -0.2281 Ha = -6.21 eV
v*: bisection -0.098562 Ha, formula -0.098562 Ha
plain step: env. population 2.0000 e, roles swapped 2.0000 e
plain step: dE +1.9609 Ha, max occupation 4.0000 e
perturbed start: dE +0.0641 Ha
SCF |dE|: Fermi-shifted 4.8e-13 Ha, discard 4.3e-13 Ha
level shift 1000 Ha: da direct -1.666e-07, formula -1.666e-07 Ha
--- RHF with shifted energy zero, plain operator
env NH2-: v +0.0805, a -0.1258, b +0.0419, a+b -0.0838 Ha
env NH2-: env. population 0.0000 e
env NH3:  v +0.1644, a +0.1258, b -0.0419, a+b +0.0838 Ha
env NH3:  env. population 2.0000 e
--- HF-in-PBE
a = -0.2021 Ha, b = +0.2256 Ha
a + b = +0.0234 Ha = +0.64 eV
env. population: plain 2.0000 e, shifted 0.0000 e
max density-matrix difference, shifted vs discard: 2.3e-14
\end{verbatim}
